# The dielectric constant of a monolayer in a supercell

## A slab between vacuum gaps

A slab of thickness $d$ with a local dielectric constant $\varepsilon_s$ is repeated along $z$ with period $L$, with vacuum in the gaps $L-d$. Fields are Gaussian, $D=E+4\pi P$, there is no free charge, and the dielectric constant of the stack is the ratio of the cell averages of $D$ and $E$.

Let the field lie in the plane, along $x$, with nothing depending on $x$ or $y$. Then $\nabla\times\mathbf E=0$ reads $\partial_zE_x=0$, so $E_x$ is the same in slab and vacuum, while $D_x=\varepsilon_sE_x$ in the slab and $D_x=E_x$ in the gap. Averaging $D_x$,
$$\varepsilon_\parallel=\frac{d\,\varepsilon_s+(L-d)}{L}=1+\frac{d(\varepsilon_s-1)}{L}.$$
This is the rule for capacitors in parallel. For a normal field $\nabla\cdot\mathbf D=0$ reads $\partial_zD_z=0$, so $D_z$ is constant, with $E_z=D_z/\varepsilon_s$ in the slab and $E_z=D_z$ in the gap. Averaging $E_z$,
$$\frac1{\varepsilon_\perp}=\frac{d/\varepsilon_s+(L-d)}{L}=1-\frac{d(1-1/\varepsilon_s)}{L},$$
the rule for capacitors in series. Both constants change with $L$ while the slab stays the same, and both tend to 1 as $L\to\infty$.

For a smooth local profile $\varepsilon(z)$ the same two constancy conditions give $\varepsilon_\parallel=\frac1L\int\varepsilon\,dz$ and $1/\varepsilon_\perp=\frac1L\int dz/\varepsilon$ over one cell. Subtracting 1 under each integral leaves integrands that vanish in vacuum, so the lengths
$$4\pi\alpha_\parallel=\int(\varepsilon-1)\,dz,\qquad 4\pi\alpha_\perp=\int\Big(1-\frac1\varepsilon\Big)dz$$
do not depend on $L$, and $\varepsilon_\parallel=1+4\pi\alpha_\parallel/L$, $1/\varepsilon_\perp=1-4\pi\alpha_\perp/L$. For $\varepsilon(z)=1+4e^{-z^2/2\sigma^2}$ with $\sigma=1.5$ bohr, quadrature gives $\alpha_\parallel=1.19683$ bohr and $\alpha_\perp=0.35879$ bohr. At $L=25$ bohr, $\varepsilon_\parallel=1+4\pi(1.19683)/25=1.6016$ and $\varepsilon_\perp=1/(1-4\pi(0.35879)/25)=1.2200$; at $L=50$ bohr they are $1.3008$ and $1.0991$. A plane-wave solution of the electrostatic problem reproduces these values.

A layer one atom thick has no sharp $d$ and no local $\varepsilon(z)$, so the claim that its supercell constant is a property of the material is tested here on a quantum model.

## A quantum monolayer as counter-example

Rydberg units are used: $\hbar=2m_e=1$, $e^2=2$, lengths in bohr, energies in Ry. The electron charge is $-e$. The sheet polarizability $\alpha$ is the induced dipole per area $p$ of the isolated layer divided by the uniform field far outside it; it is a length.

The model has round parameters and product states. Along $z$, $H_z=-\partial_z^2-2\,\mathrm{sech}^2z$. Since $(\mathrm{sech}\,z)''=\mathrm{sech}\,z-2\,\mathrm{sech}^3z$, the state $\phi_0=\mathrm{sech}\,z/\sqrt2$ has energy $-1$ Ry; it is the only bound state and the continuum starts at 0. In the plane there is a staggered honeycomb lattice with lattice constant $a=5$ bohr, hopping $t=0.2$ Ry and gap $\Delta=2m=0.4$ Ry, whose Bloch Hamiltonian is $E_{\mathbf k}\,\hat{\mathbf n}_{\mathbf k}\cdot\boldsymbol\sigma$ with bands $\pm E_{\mathbf k}$ (c and v). The valence band on $\phi_0$ is full, so the density is $n_s=2/A_c=2/21.6506=0.092376$ bohr$^{-2}$, with $A_c$ the cell area. The valence width, $0.4325$ Ry, is below the 1 Ry needed to leave $\phi_0$, so the layer is an insulator. The response is taken in the random-phase approximation (Hartree feedback only), the in-plane orbitals are points, and in-plane reciprocal vectors $\mathbf G\ne0$ are dropped.

### The isolated layer

In the plane, take a potential $\varphi e^{iqx}$. The field is $E=-iq\varphi$, the electron energy is $u=-e\varphi$, and the induced electron density per area is $\delta n=\chi^0u$, with $u$ the total potential energy. The induced charge is $-e\,\delta n=e^2\chi^0\varphi$; it also equals $-\nabla\cdot\mathbf p=-iq\alpha E=-q^2\alpha\varphi$. Hence $\alpha_\parallel(q)=-e^2\chi^0/q^2$. First-order perturbation theory, with a factor 2 for spin and a factor 2 because each admixed amplitude enters the density with its complex conjugate, gives for $N$ points $\mathbf k$
$$\chi^0(q)=-\frac{4}{A_cN}\sum_{\mathbf k}\frac{|\langle c,\mathbf k+\mathbf q|v,\mathbf k\rangle|^2}{E_{\mathbf k}+E_{\mathbf k+\mathbf q}}.$$
The overlap is the trace of two projectors, $\mathrm{Tr}[\tfrac12(1+\hat{\mathbf n}'\cdot\boldsymbol\sigma)\tfrac12(1-\hat{\mathbf n}\cdot\boldsymbol\sigma)]=\tfrac12(1-\hat{\mathbf n}\cdot\hat{\mathbf n}')=\tfrac14|\hat{\mathbf n}-\hat{\mathbf n}'|^2$, which tends to $\tfrac14q^2|\partial_{k_x}\hat{\mathbf n}|^2$. The layer's own field vanishes as $q\to0$ (shown in the proof), so $\alpha_\parallel(0)$ is also the response to the outside field. The sum gives $\alpha_\parallel=0.70856$ bohr. An independent route applies a small field across armchair ribbons of 60 and 40 dimer lines; the difference of the two dipoles removes the edges, and division by the added area gives $0.70856$ bohr again.

Along the normal, first leave out the Hartree feedback. The perturbation is $eEz$. Write $\phi=\phi_0(1+eEf)$. The first-order energy vanishes by parity, so $(H_z-E_0)\phi_0f=-z\phi_0$. Using $H_z\phi_0=E_0\phi_0$, the left side is $-(\phi_0f''+2\phi_0'f')=-(\phi_0^2f')'/\phi_0$. Therefore
$$\phi_0^2f'=\Phi(z)\equiv\int_{-\infty}^zz'\phi_0^2\,dz'=\tfrac12\big[z\tanh z-\ln(2\cosh z)\big],$$
as differentiation confirms, with $\Phi(\pm\infty)=0$. The density change is $\delta n=2n_s\phi_0^2\,eEf$, so $p=-e\int z\,\delta n\,dz=-2e^2n_sE\int\Phi'f\,dz$. Integration by parts, whose boundary term vanishes because $\Phi$ decays exponentially, turns $-\int\Phi'f$ into $\int\Phi f'=\int\Phi^2/\phi_0^2$:
$$\alpha_\perp^0=2e^2n_s\int\frac{\Phi^2}{\phi_0^2}dz=2\cdot2\cdot0.092376\cdot0.71175=0.26299\ \text{bohr}.$$
With $\Phi$ in bohr and $\phi_0^2$ in bohr$^{-1}$ the integral carries bohr$^4$; divided by $\hbar^2/2m_e=1$ Ry bohr$^2$ it is in bohr$^2$/Ry, and multiplication by $e^2$ (Ry bohr) and $n_s$ (bohr$^{-2}$) gives a length. In the printout $\Phi$ is called F, and the unit of that line is to be read as bohr$^2$/Ry.

The displaced charge produces a potential energy $u_H$ with $u_H''=-4\pi e^2\delta n$. Integrating from $-\infty$, $u_H'(z)=-4\pi e^2\int_{-\infty}^z\delta n$, which is zero on both sides of the layer because $\int\delta n=0$. For $E>0$ the electrons move to $z<0$, the integral is positive inside the layer, and $u_H'$ opposes $eE$. Solving $H_z+eEz+u_H$ self-consistently on a real-space grid gives $\alpha_\perp=0.14405$ bohr. In ångström, $\alpha_\parallel=0.3750$ Å and $\alpha_\perp=0.0762$ Å.

### The supercell

The well is now repeated with period $L$ and $H_z$ is diagonalized in plane waves, giving Bloch states $|n,k_z\rangle$; $G$ denotes a multiple of $2\pi/L$ along $z$. With $\delta n_G=\sum_{G'}\chi^0_{GG'}u_{G'}$ and $u=u^{\rm ext}+v\,\delta n$, where $v_G=4\pi e^2/|\mathbf q+\mathbf G|^2$, one has $(1-v\chi^0)u=u^{\rm ext}$. For an external wave with $G=0$ only, the cell-averaged total potential is $u_0=[\varepsilon^{-1}]_{00}u^{\rm ext}_0$, and the macroscopic constant is $\varepsilon=1/[\varepsilon^{-1}]_{00}$ as $q\to0$. The symmetric form $\varepsilon_{GG'}=\delta_{GG'}-v_G^{1/2}\chi^0_{GG'}v_{G'}^{1/2}$ is a similarity transform by a diagonal matrix and has the same $[\varepsilon^{-1}]_{00}$. The matrix $\chi^0_{GG'}$ is the perturbation sum over all transitions from $(0,v)$ to empty states, with $z$ matrix elements $M_n(G)=\langle n,k_z+q_z|e^{i(q_z+G)z}|0,k_z\rangle$ and normalization per volume $A_cL$. Inverting it at $q=2\times10^{-5}$ bohr$^{-1}$ gives:

| $L$ (bohr) | $\varepsilon_\parallel$ | $\varepsilon_\perp$ | head $\varepsilon_{00}$, $\mathbf q\parallel z$ |
|---|---|---|---|
| 15 | 1.59360 | 1.13724 | 1.22033 |
| 20 | 1.44520 | 1.09952 | 1.16524 |
| 30 | 1.29680 | 1.06421 | 1.11016 |
| 40 | 1.22260 | 1.04740 | 1.08262 |

One layer has four values of each constant, which refutes the claim. The isolated-layer numbers, $4\pi\alpha_\parallel=8.9040$ bohr and $4\pi\alpha_\perp=1.8102$ bohr, account for all of them. At $L=15$ bohr, $1+8.9040/15=1.59360$ and $1/(1-1.8102/15)=1/0.87932=1.13724$; at $L=40$ bohr, $1+8.9040/40=1.22260$ and $1/(1-1.8102/40)=1.04740$. Over the four cells $L(\varepsilon_\parallel-1)/4\pi$ and $L(1-1/\varepsilon_\perp)/4\pi$ have spreads near $10^{-8}$ relative to their means; the numerical check asserts a spread below $10^{-5}$ and agreement with the isolated values to $10^{-4}$ relative.

The parallel rescaling fails for the normal direction. From the series law, $\varepsilon_\perp-1=(4\pi\alpha_\perp/L)/(1-4\pi\alpha_\perp/L)$, so $L(\varepsilon_\perp-1)/4\pi=\alpha_\perp/(1-4\pi\alpha_\perp/L)$. This is $0.14405/0.87932=0.16382$ bohr at $L=15$ bohr and $0.15088$ bohr at $L=40$ bohr, and it approaches $\alpha_\perp$ only as $1/L$.

Assigning a thickness does not restore a unique constant. Equating the slab formulas, now with separate slab constants, to the two laws gives $\varepsilon_{s\parallel}=1+4\pi\alpha_\parallel/d$ and $1/\varepsilon_{s\perp}=1-4\pi\alpha_\perp/d$, which are positive for every $d>4\pi\alpha_\perp$. For $d=4$ bohr, $\varepsilon_{s\parallel}=1+8.9040/4=3.2260$ and $\varepsilon_{s\perp}=1/(1-1.8102/4)=1.8266$; for $d=6$ bohr the pair is $2.4840$, $1.4320$; for $d=8$ bohr it is $2.1130$, $1.2924$. All three slabs reproduce the table, so $d$ is a convention that these data cannot fix.

### Local fields

Eliminating the $G\ne0$ components from the linear system gives $\varepsilon=\varepsilon_{00}-\sum_{G,G'\neq0}\varepsilon_{0G}[B^{-1}]_{GG'}\varepsilon_{G'0}$, with $B$ the block $G,G'\ne0$. For in-plane $\mathbf q$, $M_n(0)=\delta_{n0}$, so every element $\chi^0_{0G}$ comes from the $v\to c$ transition on $\phi_0$ and is of order $q^2$. Then $\varepsilon_{0G}\sim q^2/(q|G|)\to0$ and the head is the whole answer in this model. For normal $\mathbf q$ and non-overlapping wells, $M_n(0)\to iq\langle n|z|0\rangle$ while $M_n(G)$ is finite, so $\chi^0_{0G}\sim q$ and $\varepsilon_{0G}$ stays finite. The head is
$$\varepsilon_{00}=1+\frac{4\pi e^2}{q^2}\,\frac{2n_s}{L}\,q^2\sum_{n\ge1}\frac{|\langle n|z|0\rangle|^2}{E_n-E_0}=1+\frac{4\pi\alpha_\perp^0}{L},$$
because the sum over states is the spectral form of the unscreened polarizability. Since $-\chi^0$ is positive semidefinite, $B$ is positive definite and local fields lower $\varepsilon_\perp$ below the head. A calculation without local fields therefore obeys a law of parallel type along the normal: $L(\varepsilon_{00}-1)/4\pi=0.26299$ bohr in all four cells, which is $\alpha_\perp^0$ and not the response of the sheet. Applying the series formula to the head gives a quantity that drifts from $0.21551$ to $0.24292$ bohr.

## The general statement

Let a neutral insulating layer of width $w$ be repeated with period $L$. Assume (i) $z$ is a principal axis, so an in-plane field induces no normal dipole and conversely; (ii) layers act on each other only through the electrostatic field of the induced mean charge, as in Hartree response or density-functional response with a local kernel; (iii) orbitals of different layers do not overlap; (iv) $q\to0$ at fixed $L$; (v) local fields are kept; (vi) the unperturbed layer in the cell is the isolated layer. Condition (vi) excludes a layer with a permanent normal dipole $p_0$ in an ordinary periodic cell: there the mean field is held at zero, the layer sits in a static field of order $4\pi p_0/L$, and its polarizability can shift by a term of order $1/L$. Then, up to terms of order $e^{-G_1(L-w)}$ with $G_1$ the shortest in-plane reciprocal vector,
$$\varepsilon_\parallel(L)=1+\frac{4\pi\alpha_\parallel}{L},\qquad\frac1{\varepsilon_\perp(L)}=1-\frac{4\pi\alpha_\perp}{L},$$
with $\alpha_\parallel,\alpha_\perp$ those of the isolated layer, and any expression in $\varepsilon_\parallel,\varepsilon_\perp,L$ that is independent of $L$ for all such layers is a function of $\alpha_\parallel,\alpha_\perp$ alone.

### Proof

The plan of attack is fixed by (ii) and (iii): layer 0 is an isolated layer placed in the external field plus the field of the images $m\neq0$. No locality of the response inside the layer is assumed. The basic potential is that of a charge sheet $\sigma e^{i\mathbf K\cdot\boldsymbol\rho}\delta(z)$. Poisson's equation $(\partial_z^2-K^2)\varphi=-4\pi\sigma\delta(z)$ has the decaying solution $\varphi=(2\pi\sigma/K)e^{-K|z|}$, whose slope jumps by $-4\pi\sigma$. Components of the image charge with $K\ge G_1$ thus reach layer 0 damped by at least $e^{-G_1(L-w)}$; these are the neglected terms. What remains is the planar average.

Normal direction. Let $\bar\rho(z)$ be the planar-averaged induced charge and $P(z)=-\int_{-L/2}^z\bar\rho\,dz'$, which vanishes in the vacuum on both sides by neutrality. Gauss's law $E'=4\pi\bar\rho$ gives $E(z)=D-4\pi P(z)$ with constant $D$. A neutral image has no planar-averaged field outside itself, so $D$ equals the external field and is the field applied to layer 0. By definition $p=\alpha_\perp D$. Integration by parts gives $\int P\,dz=-\int zP'\,dz=\int z\bar\rho\,dz=p$, so $\langle E\rangle=D-4\pi p/L$. Then $1/\varepsilon_\perp=\langle E\rangle/D=1-4\pi\alpha_\perp/L$.

In-plane direction. For a dipole density $p\,e^{iqx}$ the sheet charge is $\sigma=-iqp$, and its field is
$$E_x=-iq\varphi=-iq\,\frac{2\pi(-iqp)}{q}e^{-q|z|}=-2\pi qp\,e^{-q|z|}.$$
The long-wave self-field $-2\pi qp$ vanishes as $q\to0$, which is the fact used for the isolated layer. The images contribute, at height $z$ within layer 0, $-2\pi qp\,(e^{qz}+e^{-qz})\sum_{m\ge1}e^{-qmL}=-2\pi qp\cosh(qz)\,\dfrac{2}{e^{qL}-1}$, by the geometric series. For $qL\to0$ this tends to $-4\pi p/L$, uniform across the layer. The applied field is then $E=E^{\rm ext}-4\pi p/L$ and $p=\alpha_\parallel E$. The cell average of the induced field of all layers is one sheet's field integrated over all $z$ and divided by $L$, $-2\pi qp\,(2/q)/L=-4\pi p/L$, so $\langle E\rangle=E$. Hence $\varepsilon_\parallel=E^{\rm ext}/E=1+4\pi\alpha_\parallel/L$.

The two laws differ because the images cancel part of the external field for in-plane polarization and none of it for normal polarization: the layer feels the macroscopic $E$ in the first case and $D$ in the second.

Uniqueness. At given $L$ the map $(\alpha_\parallel,\alpha_\perp)\to(\varepsilon_\parallel,\varepsilon_\perp)$ is invertible, so any expression in $\varepsilon_\parallel,\varepsilon_\perp,L$ can be rewritten as $h(\alpha_\parallel,\alpha_\perp,L)$. Changing the cell changes only the last argument, so invariance means $h$ does not depend on it.

## Where the conditions fail

### Finite in-plane wave vector

For a thin sheet with $p=\alpha_\parallel(q)E_{\rm tot}$, self-field and images add to $-2\pi qp\,[1+2/(e^{qL}-1)]=-2\pi qp\coth(qL/2)$. The cell average is still $-4\pi p/L$, so $[\varepsilon^{-1}]_{00}=1-4\pi A/L$ with $A=p/E^{\rm ext}$. Solving $p=\alpha_\parallel(E^{\rm ext}-2\pi qp\coth(qL/2))$ for $p$,
$$\frac1A=\frac1{\alpha_\parallel(q)}+2\pi q\coth\frac{qL}2 .$$
For $qL\to0$, $1/A=1/\alpha_\parallel+4\pi/L$, so $1-4\pi A/L=1/(1+4\pi\alpha_\parallel/L)$, the parallel law. For $L\to\infty$ at fixed $q$, $A=\alpha_\parallel(q)/[1+2\pi q\,\alpha_\parallel(q)]$. Where $q$ is small enough that $\alpha_\parallel(q)$ can be replaced by $\alpha_\parallel=\alpha_\parallel(0)$, this is $\alpha_\parallel/(1+r_0q)$ with $r_0=2\pi\alpha_\parallel$, the Rytova–Keldysh screening of a single sheet. Thus $L(\varepsilon-1)/4\pi=A/(1-4\pi A/L)$ tends to $\alpha_\parallel$ if $q\to0$ first and to $\alpha_\parallel(q)/[1+2\pi q\,\alpha_\parallel(q)]$ at fixed $q$; the image term is controlled by $qL$. Here $r_0=4.4520$ bohr $=2.3559$ Å, and at $q=0.05$ bohr$^{-1}$, $1+r_0q=1.2226$.

If the charge is spread as $\phi_0^2(z)$, the self term is averaged over source and field points and is multiplied by $F(q)=\iint\phi_0^2(z)\phi_0^2(z')e^{-q|z-z'|}dz\,dz'$. The image term is multiplied by $\big(\int\phi_0^2e^{qz}dz\big)^2=1+O(q^2w^2)$. To that order, and neglecting the deformation of $\phi_0$ by the induced potential,
$$\frac1A-2\pi q\Big[\coth\frac{qL}2-1\Big]=\frac1{\alpha_\parallel(q)}+2\pi qF(q).$$
At $q=0.05$ bohr$^{-1}$ the right side is $1/0.70241+2\pi(0.05)(0.95198)=1.4237+0.2991=1.7228$ bohr$^{-1}$. In the supercells $1/A$ falls from $2.2845$ to $1.8186$ bohr$^{-1}$ between $L=15$ and $40$ bohr, while the left side moves only from $1.7220$ to $1.7202$ bohr$^{-1}$, which is $0.05\%$ to $0.15\%$ below the right side. That residue is attributed to the neglected terms; its division among them was not tested. The rescaled $L(\varepsilon-1)/4\pi$ drifts from $0.691$ to $0.665$ bohr, so it is no invariant at this $q$.

### In-plane local fields

The model dropped in-plane $\mathbf G\ne0$; a square lattice of point dipoles keeps them. With spacing $a$, site polarizability $\beta$ and site dipole $\mu$, the field of a dipole is $E_i=\mu_j\partial_i\partial_j(1/r)=\mu_j(3x_ix_j-r^2\delta_{ij})/r^5$. Summed over the other sites of the same sheet, it is $-S\mu$ for normal dipoles ($z=0$) and $+S\mu/2$ for in-plane dipoles (fourfold symmetry replaces $x^2$ by $r^2/2$), where $S=\sum'r^{-3}=9.03362/a^3$. From $\mu=\beta(E+S\mu/2)$ and $\mu=\beta(D-S\mu)$,
$$\alpha_\parallel=\frac{\beta/a^2}{1-\beta S/2},\qquad\alpha_\perp=\frac{\beta/a^2}{1+\beta S}.$$
For $\beta=8$ bohr$^3$, $a=5$ bohr: $\beta S=8(9.03362)/125=0.57815$, $\alpha_\parallel=0.32/0.71092=0.45012$ bohr and $\alpha_\perp=0.32/1.57815=0.20277$ bohr. Each Fourier component of an image lattice of unit charges has $\sigma=1/a^2$ and potential $(2\pi/a^2G)e^{i\mathbf G\cdot\boldsymbol\rho}e^{-G|z|}$. Applying $\partial_z^2=G^2$ for the four shortest vectors, $G=2\pi/a$, and two neighbours adds $\delta\mu$ to the normal local field, with $\delta=8(2\pi/a^2)Ge^{-GL}$. Applying $\partial_x^2=-G_x^2$, nonzero for two of the four vectors, adds $-\delta\mu/2$ in the plane. A three-dimensional Ewald sum gives $\delta a^3=1.110\times10^{-3}$ at $L=10$ bohr and $2.058\times10^{-6}$ at $L=15$ bohr, against leading terms $1.101\times10^{-3}$ and $2.057\times10^{-6}$. At $L=20$ bohr, where $\varepsilon_\parallel=1.28282$ and $\varepsilon_\perp=1.14600$, both laws are tested to $10^{-8}$ relative in $\alpha$.

### Overlap and correlation

When layers come close, their orbitals overlap and the tails of the neighbouring wells change the potential of layer 0. Conditions (iii) and (vi) then fail together, and the deviations below contain both effects. In the quantum model $L(1-1/\varepsilon_\perp)/4\pi$ exceeds its value at $L=40$ bohr by $2.6\times10^{-2}$, $8.2\times10^{-3}$, $6.2\times10^{-4}$ and $3.6\times10^{-5}$ relative, at $L=5,6,8,10$ bohr. The ratios over 2 bohr, from 6 to 8 and from 8 to 10 bohr, are about 13 and 17, between $\exp(2)\approx7.4$ and $\exp(4)\approx54.6$. The law of this decay is not derived here; the check asserts a drop by more than a factor 50 from 5 to 10 bohr. Assumption (ii) is a separate matter. In theories where the screened interaction enters the excitation energies, as in GW or the Bethe–Salpeter equation, that interaction is needed at finite $q$, where it contains $\coth(qL/2)-1$, which is not small for $qL\lesssim1$ at any $L$. The proof then does not apply, and exponential convergence is not guaranteed.

### Closing a Dirac gap

Near a valley $\hat{\mathbf n}=(\pm vk_x,vk_y,m)/E$ with $E^2=v^2k^2+m^2$. Its polar angle obeys $\tan\theta=vk/m$, so $d\theta/dk=vm/E^2$ and $\sin\theta/k=v/E$. The radial and azimuthal derivatives give $|\partial_{k_x}\hat{\mathbf n}|^2+|\partial_{k_y}\hat{\mathbf n}|^2=v^2(m^2/E^4+1/E^2)$, and the angular average of one direction is half of this. With $\frac1{A_cN}\sum_{\mathbf k}\to\int k\,dk/2\pi$ per valley, $g=4$ for spin and valley, and $v^2k\,dk=E\,dE$,
$$\alpha_\parallel=2ge^2\int\frac{k\,dk}{2\pi}\,\frac{v^2}{8}\Big(\frac{m^2}{E^4}+\frac1{E^2}\Big)\frac1{2E}=\frac{ge^2}{16\pi}\int_m^\infty\Big(\frac{m^2}{E^4}+\frac1{E^2}\Big)dE=\frac{ge^2}{16\pi}\cdot\frac4{3m}=\frac{ge^2}{6\pi\Delta}.$$
The velocity drops out. The lattice sum gives $21.26$ bohr at $\Delta=0.02$ Ry and $10.61$ bohr at $0.04$ Ry, against $21.22$ and $10.61$ bohr from the formula; the difference between lattice and cone is small but not constant in $\Delta$. At $\Delta=0.4$ Ry $=2t$ the formula gives $8/(6\pi\cdot0.4)=1.0610$ bohr against $0.7086$ bohr, so the worked model lies outside the Dirac regime $\Delta\ll t$. As $\Delta\to0$ the static $\alpha_\parallel$ diverges as $1/\Delta$. The expansion of the overlap in $q$ requires $vq\ll\Delta$ in addition to $qL\ll1$, and for a gapless cone the layer is no insulator and no static in-plane sheet polarizability exists.

## Values computed for the example and the checks

```
a = 5.0 bohr, t = 0.2 Ry, gap = 0.4 Ry, well -2 sech^2(z) Ry
cell area = 21.6506 bohr^2, ns = 0.092376 bohr^-2
valence width = 0.4325 Ry, probing q = 2e-05 bohr^-1
alpha_par: ribbon 0.70856 bohr, k sum 0.70856 bohr
integral F^2/phi0^2 = 0.71175 bohr^3/Ry
bare alpha_perp0: quadrature 0.26299, finite field 0.26299 bohr
alpha_perp (self-consistent finite field) = 0.14405 bohr
4 pi alpha_par = 8.9040, 4 pi alpha_perp = 1.8102 bohr
alpha_par = 0.3750 A, alpha_perp = 0.0762 A
r0 = 2 pi alpha_par = 4.4520 bohr = 2.3559 A
gap 0.02 Ry: alpha_par lattice 21.2553, Dirac 21.2207 bohr
gap 0.04 Ry: alpha_par lattice 10.6101, Dirac 10.6103 bohr
gap 0.4 Ry: alpha_par lattice 0.7086, Dirac 1.0610 bohr
L(bohr)  eps_par  eps_perp  eps_perp_head   (dimensionless)
   15   1.59360   1.13724   1.22033
   20   1.44520   1.09952   1.16524
   30   1.29680   1.06421   1.11016
   40   1.22260   1.04740   1.08262
L, then L/4pi times: eps_par-1, 1-1/eps_perp, eps_perp-1, head-1, 1-1/head (bohr)
   15  0.70856  0.14405  0.16382  0.26299  0.21551
   20  0.70856  0.14405  0.15838  0.26299  0.22570
   30  0.70856  0.14405  0.15330  0.26299  0.23690
   40  0.70856  0.14405  0.15088  0.26299  0.24292
relative spread of columns: 7.2e-09 1.5e-08 8.3e-02 1.8e-08 1.2e-01
slab d = 4 bohr: eps_s_par = 3.2260, eps_s_perp = 1.8266
slab d = 6 bohr: eps_s_par = 2.4840, eps_s_perp = 1.4320
slab d = 8 bohr: eps_s_par = 2.1130, eps_s_perp = 1.2924
L = 5 bohr: relative deviation of alpha_perp = +2.60e-02
L = 6 bohr: relative deviation of alpha_perp = +8.17e-03
L = 8 bohr: relative deviation of alpha_perp = +6.17e-04
L = 10 bohr: relative deviation of alpha_perp = +3.57e-05
q = 0.05 bohr^-1: alpha_par(q) = 0.70241 bohr, form factor = 0.95198
1/alpha(q) + 2 pi q F = 1.72275 bohr^-1; 1 + r0 q = 1.2226
L(bohr)  eps  L(eps-1)/4pi(bohr)  1/A  1/A-images (bohr^-1)
   15  1.57908  0.69123  2.28445  1.72195
   20  1.43077  0.68560  2.08690  1.72123
   30  1.28262  0.67471  1.90100  1.72054
   40  1.20883  0.66471  1.81856  1.72022
profile amp = 4.0, sigma = 1.5 bohr: alphas 1.19683, 0.35879 bohr
profile L = 25 bohr: eps_par = 1.60159, eps_perp = 1.22003
profile L = 50 bohr: eps_par = 1.30080, eps_perp = 1.09911
dipoles beta = 8.0 bohr^3, spacing 5.0 bohr, S a^3 = 9.03362
dipole sheet: alpha_par = 0.45012, alpha_perp = 0.20277 bohr
L = 10 bohr: delta a^3 Ewald 1.110e-03, leading term 1.101e-03
dipoles L = 10 bohr: eps_par = 1.56561, eps_perp = 1.34195
L = 15 bohr: delta a^3 Ewald 2.058e-06, leading term 2.057e-06
dipoles L = 15 bohr: eps_par = 1.37709, eps_perp = 1.20463
dipoles L = 20 bohr: eps_par = 1.28282, eps_perp = 1.14600
```
